# Berry curvature and orbital moment as partners of the effective mass

**Q:** I accept that coupling to other bands changes an electron's mass. Before you attach anything else to that coupling, say which Hamiltonian you use and how a Bloch state changes with \(\mathbf k\).

**A:** Take a spinless electron of charge \(-e\), with \(e>0\), in a periodic potential: \(H=p^2/2m_0+V(\mathbf r)\). A Bloch state is \(e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), and its periodic part \(|n\rangle\equiv|u_{n\mathbf k}\rangle\) is an eigenstate, with energy \(E_n(\mathbf k)\), of

\[
H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}
=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m_0}+V .
\]

Write \(\partial_a=\partial/\partial k_a\) and

\[
h_a=\partial_aH(\mathbf k)=\frac{\hbar}{m_0}(p_a+\hbar k_a),\qquad
\partial_a h_b=\frac{\hbar^2}{m_0}\delta_{ab}.
\]

The velocity operator acting on periodic parts is \(h_a/\hbar\). Between different bands the constant \(\hbar k_a\) drops out by orthogonality, so \(h_a^{nm}=(\hbar/m_0)p_a^{nm}\): these are momentum matrix elements.

Assume that band \(n\) is nondegenerate at \(\mathbf k\). Differentiating \((H-E_n)|n\rangle=0\) gives

\[
(h_a-\partial_aE_n)|n\rangle+(H-E_n)|\partial_a n\rangle=0 .
\]

The product with \(\langle n|\) gives \(\partial_aE_n=h_a^{nn}\). The product with \(\langle m|\), \(m\ne n\), gives \(h_a^{mn}+(E_m-E_n)\langle m|\partial_an\rangle=0\), or

\[
\langle m|\partial_a n\rangle=\frac{h_a^{mn}}{E_n-E_m}. \tag{1}
\]

**Q:** That leaves the component of \(|\partial_an\rangle\) along \(|n\rangle\) undetermined.

**A:** It depends on the phase chosen for \(|n\rangle\) at each \(\mathbf k\). Since \(\langle n|n\rangle=1\), its derivative gives \(\langle n|\partial_an\rangle+\langle\partial_an|n\rangle=0\), so the component is imaginary. Define the real quantity \(A_a=i\langle n|\partial_an\rangle\). Then \(\langle n|\partial_an\rangle=-iA_a\) and \(\langle\partial_an|n\rangle=iA_a\). Any observable must be free of this choice.

**Q:** Then show me the mass in this notation first.

**A:** Differentiate \(\partial_aE_n=\langle n|h_a|n\rangle\) once more:

\[
\partial_b\partial_aE_n=\frac{\hbar^2}{m_0}\delta_{ab}
+\langle n|h_a|\partial_bn\rangle+\langle\partial_bn|h_a|n\rangle .
\]

Insert a complete set of bands. The part along \(|n\rangle\) is \(h_a^{nn}(-iA_b+iA_b)=0\). For the others use (1), and define

\[
T_{ab}=\sum_{m\ne n}\frac{h_a^{nm}h_b^{mn}}{E_n-E_m}. \tag{2}
\]

The two remaining terms are \(T_{ab}\) and its complex conjugate. With \((1/m^*)_{ab}=\hbar^{-2}\partial_a\partial_bE_n\),

\[
\left(\frac1{m^*}\right)_{ab}=\frac{\delta_{ab}}{m_0}+\frac{2}{\hbar^2}\,\mathrm{Re}\,T_{ab}. \tag{3}
\]

Because \(h_a\) is Hermitian, \(T_{ba}=T_{ab}^*\). The real part of \(T\) is therefore its symmetric part, and \(i\,\mathrm{Im}\,T\) is its antisymmetric part. The mass uses the first and ignores the second.

**Q:** Perhaps the second means nothing. You mentioned \(A_a\), whose curl is the Berry curvature. Is that where the antisymmetric part goes?

**A:** Not quite; the denominators differ. Compute the curl:

\[
\Omega_z=\partial_xA_y-\partial_yA_x
=i\langle\partial_xn|\partial_yn\rangle-i\langle\partial_yn|\partial_xn\rangle
=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .
\]

The terms with \(\langle n|\partial_x\partial_yn\rangle\) have cancelled, and the last step uses \(z-z^*=2i\,\mathrm{Im}\,z\). Insert the complete set again. The part along \(|n\rangle\) is \((iA_x)(-iA_y)=A_xA_y\), which is real and drops out. In the rest, (1) is used twice, once conjugated:

\[
\Omega_z=-2\,\mathrm{Im}\,S_{xy},\qquad
S_{ab}=\sum_{m\ne n}\frac{h_a^{nm}h_b^{mn}}{(E_n-E_m)^2}. \tag{4}
\]

Equivalently \(\Omega_z=i(S_{xy}-S_{yx})\), an antisymmetric sum. The denominator is squared because the curvature compares two changes of the state, and each change carries one denominator. The phase choice has disappeared.

**Q:** So the antisymmetric part of \(T\) itself, with the single denominator, is still without a meaning. You will say "orbital magnetic moment". But a Bloch state extends over the whole crystal, and \(\mathbf r\times\mathbf v\) has no defined expectation value in it.

**A:** That is why the moment is defined for a wave packet, about the packet's own centre, in the limit of a narrow spread in \(\mathbf k\):

\[
m_z=-\frac e2\left\langle(x-x_c)v_y-(y-y_c)v_x\right\rangle .
\]

Let \(W(\mathbf r)=\int d\mathbf k\,w(\mathbf k)e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r)\), with \(w\) concentrated near one wave vector and \(\int d\mathbf k\,|w|^2=1\), the normalization constants being absorbed in the measure. Since \(r_ae^{i\mathbf k\cdot\mathbf r}=-i\partial_ae^{i\mathbf k\cdot\mathbf r}\), integration by parts gives

\[
r_aW=\int d\mathbf k\,e^{i\mathbf k\cdot\mathbf r}\,i\partial_a(wu_{n\mathbf k}).
\]

The velocity acts as \(h_b/\hbar\) under the integral, and parts with different \(\mathbf k\) are orthogonal. Moving the Hermitian operator \(r_a-r_{c,a}\) to the left factor,

\[
\langle(r_a-r_{c,a})v_b\rangle=\frac1\hbar\int d\mathbf k\,
\big\langle(i\partial_a-r_{c,a})(wn)\big|h_b\big|wn\big\rangle .
\]

**Q:** The derivative also acts on \(w\). A packet's shape should not enter a property of the Bloch state.

**A:** Write \(w=|w|e^{-i\varphi}\) and take the phase linear, \(\varphi=\mathbf k\cdot\mathbf r_0\), which only places the packet; the modulus \(|w|\) is left free. Then

\[
(i\partial_aw)^*w=|w|^2\partial_a\varphi-\frac i2\partial_a|w|^2 ,
\]

and the expectation value becomes

\[
\frac1\hbar\int d\mathbf k\left\{|w|^2\Big[-i\langle\partial_an|h_b|n\rangle
+(\partial_a\varphi-r_{c,a})h_b^{nn}\Big]-\frac i2\big(\partial_a|w|^2\big)h_b^{nn}\right\}.
\]

The minus sign in the first term comes from conjugating \(i\).

The centre follows from the same steps with the velocity replaced by 1: \(r_{c,a}=\int d\mathbf k\,|w|^2(\partial_a\varphi+A_a)\), because \(-i\langle\partial_an|n\rangle=A_a\) and the total derivative integrates to zero. For a narrow packet, \(\partial_a\varphi-r_{c,a}\to-A_a\). This step needs a phase with a smooth gradient. If instead \(w\propto q_x+iq_y\), with \(\mathbf q\) measured from an extremum of isotropic mass, then \(\partial_a\varphi\) grows as \(1/q\) while \(h_b^{nn}=\hbar^2q_b/m^*\). The envelope's own rotation then adds \(-e\hbar/2m^*\) to \(m_z\) however narrow the packet is. Such packets are excluded here.

In the first term insert the complete set. Its part along \(|n\rangle\) is \(-i(iA_a)h_b^{nn}=A_ah_b^{nn}\), which cancels \(-A_ah_b^{nn}\). The other bands give \(-iT_{ab}\), by the conjugate of (1). In the last term integrate by parts, with \(\partial_ah_b^{nn}=\partial_a\partial_bE_n\). Together,

\[
\langle(r_a-r_{c,a})v_b\rangle\to-\frac i\hbar T_{ab}+\frac{i}{2\hbar}\partial_a\partial_bE_n
=\frac1\hbar\,\mathrm{Im}\,T_{ab}+\frac{i\hbar}{2m_0}\delta_{ab}, \tag{5}
\]

where the second form uses \(\partial_a\partial_bE_n=\hbar^2\delta_{ab}/m_0+2\,\mathrm{Re}\,T_{ab}\). The term containing \(\partial_a|w|^2\) has cancelled the symmetric part of \(T\). The imaginary remainder is half the commutator \([r_a,v_b]=i\hbar\delta_{ab}/m_0\) and is absent for \(a\ne b\).

Since \(\mathrm{Im}\,T_{yx}=-\mathrm{Im}\,T_{xy}\), the two terms of the cross product add:

\[
m_z=-\frac e\hbar\,\mathrm{Im}\,T_{xy}=\frac{ie}{2\hbar}(T_{xy}-T_{yx}). \tag{6}
\]

Other components of \(\mathbf m\) and \(\boldsymbol\Omega\) follow by cyclic permutation of \(x,y,z\).

**Q:** Why one denominator here and two in the curvature?

**A:** In the moment, position supplies one change of state and hence one denominator, while velocity supplies a bare matrix element. The comparison can be put in one line:

\[
\langle\partial_xn|(H-E_n)|\partial_yn\rangle
=\sum_{m\ne n}\frac{(E_m-E_n)h_x^{nm}h_y^{mn}}{(E_n-E_m)^2}=-T_{xy}.
\]

So \(m_z=(e/\hbar)\,\mathrm{Im}\langle\partial_xn|(H-E_n)|\partial_yn\rangle\): the curvature expression weighted with an energy difference.

**Q:** Then the moment is the curvature multiplied by a gap, and you have one quantity, not two.

**A:** That holds if one remote band \(m\) contributes. Then (4) and (6) give \(m_z=(e/2\hbar)(E_n-E_m)\Omega_z\). With several remote bands at different energies, the gaps differ and in general no common factor can be taken out.

The sums also behave differently when \(n\) and \(m\) are exchanged. The product \(h_x^{nm}h_y^{mn}\) goes into its complex conjugate, so its imaginary part changes sign. The squared denominator does not, so a pair of bands gives each other opposite curvatures. The single denominator does change sign, so the pair gives each other equal moments. In the mass the real part keeps its sign and the denominator changes, so the corrections to the inverse mass are opposite.

**Q:** You call \(m_z\) a magnetic moment because of a cross product. Does it produce an energy \(-m_zB\)?

**A:** Yes, to first order in the field, and the same \(T_{ab}\) shows it. Consider a band extremum at \(\mathbf k_0\), where \(h_a^{nn}=0\), and a smooth envelope \(f_n\) multiplying the band state there. Measured from \(\mathbf k_0\), the wave vector becomes the operator \(\boldsymbol\kappa=-i\nabla+e\mathbf A/\hbar\), where \(\mathbf A\) is now the vector potential. Its components do not commute:

\[
[\kappa_x,\kappa_y]=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{ieB}{\hbar}.
\]

To leading order a remote band acquires the amplitude \(f_m=\sum_bh_b^{mn}\kappa_bf_n/(E_n-E_m)\). It acts back through \(\sum_ah_a^{nm}\kappa_a\), which gives \(\sum_{ab}T_{ab}\kappa_a\kappa_b\) in this order of factors. The off-diagonal terms are

\[
T_{xy}\kappa_x\kappa_y+T_{yx}\kappa_y\kappa_x
=\mathrm{Re}\,T_{xy}(\kappa_x\kappa_y+\kappa_y\kappa_x)+i\,\mathrm{Im}\,T_{xy}[\kappa_x,\kappa_y].
\]

The last term equals \((eB/\hbar)\,\mathrm{Im}\,T_{xy}=-m_zB\). Without a field the components commute and the antisymmetric part is invisible in the energy; a field reveals it.

For numbers, set \(C=\hbar^2/2m_0\) and \(\mu_B=e\hbar/2m_0\). Equations (3) and (6) become

\[
\frac{m_0}{m^*_{ab}}=\delta_{ab}+\frac{\mathrm{Re}\,T_{ab}}C,\qquad
\frac{m_z}{\mu_B}=-\frac{\mathrm{Im}\,T_{xy}}C, \tag{7}
\]

where \(m_0/m^*_{ab}\) means \(m_0(1/m^*)_{ab}\). For motion in the plane with an isotropic mass, the mass part is \(C(m_0/m^*)\kappa^2\). The commutator makes \(\kappa^2\) an oscillator with values \((2N+1)e|B|/\hbar\). Since \(Ce/\hbar=\mu_B\), the level \(N=0\) lies at

\[
E=E_n+\mu_B|B|\frac{m_0}{m^*}-m_zB. \tag{8}
\]

In the weak-field limit, the part of the shift \(E-E_n\) that is even in \(B\) gives the mass and the odd part gives the moment.

**Q:** In an ordinary crystal I would expect no preferred sense of rotation. What does symmetry leave?

**A:** Complex conjugation reverses \(\mathbf p\), so \(h_a(\mathbf k)^*=-h_a(-\mathbf k)\), and the states at \(-\mathbf k\) can be taken as the conjugates of those at \(\mathbf k\). The two minus signs cancel in the products, and \(T(-\mathbf k)=T(\mathbf k)^*\), with the same rule for \(S\). Time reversal thus makes the mass even in \(\mathbf k\), and moment and curvature odd.

Inversion changes the sign of each \(h_a\) without conjugation, so \(T(-\mathbf k)=T(\mathbf k)\). If both symmetries hold, \(T\) and \(S\) are real, and moment and curvature vanish for a nondegenerate spinless band. A nonzero value at a given \(\mathbf k\) needs one of the two symmetries to be broken.

**Q:** Give me a case without inversion that I can calculate by hand.

**A:** Take a two-dimensional triangular lattice with lattice constant 5.0 Å. Its potential has three Fourier components \(Ve^{i\varphi_0}\) and their conjugates, with \(V=1.0\) eV and \(\varphi_0=30^\circ\). These are round model parameters, not a material. At the zone corner, three plane waves have equal length \(K=0.8378\) Å\(^{-1}\) and directions \(2\pi j/3\), \(j=0,1,2\). With \(C=3.810\) eV Å\(^2\), their kinetic energy is \(\varepsilon=CK^2=2.674\) eV. Keep these three waves first.

The potential takes wave \(j\) to \(j+1\) with amplitude \(Ve^{i\varphi_0}\). With \(\omega=e^{2\pi i/3}\), the eigenstates have amplitudes \(\omega^{lj}/\sqrt3\), where \(l=0,1,2\) is counted modulo 3. Row \(j\) of the eigenvalue equation gives

\[
E_l=\varepsilon+Ve^{i\varphi_0}\omega^{-l}+Ve^{-i\varphi_0}\omega^{l}
=\varepsilon+2V\cos\!\left(\varphi_0-\frac{2\pi l}3\right).
\]

Thus \(E_2=0.942\), \(E_1=2.674\) and \(E_0=4.406\) eV.

On wave \(j\), \(h_+=h_x+ih_y\) equals \(2CK\omega^j\), so it raises \(l\) by one with matrix element \(2CK\). Its adjoint \(h_-\) lowers \(l\). From \(h_x=(h_++h_-)/2\) and \(h_y=(h_+-h_-)/2i\), the products for state \(l\) are

- \(m=l+1\): \(h_x^{lm}h_y^{ml}=(CK)(-iCK)=-iC\varepsilon\);
- \(m=l-1\): \(h_x^{lm}h_y^{ml}=(CK)(iCK)=+iC\varepsilon\).

In both cases \(|h_x^{lm}|^2=|h_y^{lm}|^2=C\varepsilon\). With \(\Delta_\pm=E_l-E_{l\pm1}\), (7) and (4) give

\[
\frac{m_0}{m^*}=1+\varepsilon\left(\frac1{\Delta_+}+\frac1{\Delta_-}\right),\qquad
\frac{m_z}{\mu_B}=\varepsilon\left(\frac1{\Delta_+}-\frac1{\Delta_-}\right),
\]
\[
\Omega_z=2C\varepsilon\left(\frac1{\Delta_+^2}-\frac1{\Delta_-^2}\right).
\]

One neighbour is reached through \(h_+\) and the other through \(h_-\), so their products \(h_x^{lm}h_y^{ml}\) have opposite imaginary parts while \(|h_a^{lm}|^2\) is the same. The mass adds their contributions and the moment subtracts them.

For the lowest state, \(\Delta_+=-3.464\) eV and \(\Delta_-=-1.732\) eV, with inverses \(-0.2887\) and \(-0.5774\) eV\(^{-1}\). Hence

\[
\frac{m_0}{m^*}=1-2.674(0.8660)=-1.316,\qquad
\frac{m_z}{\mu_B}=2.674(0.2887)=0.772,
\]
\[
\Omega_z=20.38\,(0.0833-0.3333)=-5.09\ \text{Å}^2 .
\]

For the middle state \(\Delta_\pm=\pm1.732\) eV. The mass corrections cancel, so \(m_0/m^*=1\), and the equal squares give \(\Omega_z=0\). Yet \(m_z=2.674(1.1547)\mu_B=3.09\,\mu_B\). This state contradicts your claim that the moment is the curvature times a gap.

**Q:** That cancellation looks like an accident of three waves.

**A:** Within the three-wave model it is exact only when the gaps above and below are equal, as they are at \(\varphi_0=30^\circ\). With 30 plane waves the lowest three energies are 0.509, 2.547 and 3.848 eV, and the sums give:

| Band | \(m_0/m^*\) | \(m_z/\mu_B\) | \(\Omega_z\) (Å\(^2\)) |
|---|---:|---:|---:|
| 1 | −1.246 | 0.460 | −2.92 |
| 2 | 0.335 | 3.280 | −6.46 |
| 3 | 3.683 | 0.991 | 9.41 |

The middle band keeps its large moment but acquires curvature and a heavier mass. Putting its new gaps, 2.038 eV below and 1.301 eV above, into the three-wave formulas gives \(m_0/m^*=0.26\), \(m_z=3.37\,\mu_B\) and \(\Omega_z=-7.1\) Å\(^2\). The unequal gaps thus give the direction of all three changes but overshoot each: \(-0.74\) against \(-0.665\) for the inverse mass, \(-7.1\) against \(-6.46\) Å\(^2\) for the curvature, and \(+0.28\) against \(+0.19\,\mu_B\) for the moment. The three-wave formulas leave out the altered matrix elements and the further bands, which must make up the difference.

**Q:** Those numbers still come from your sums. Is there evidence that does not use them?

**A:** The numerical check obtains the mass from energy differences and the curvature from the phase around a small loop in \(\mathbf k\). For the moment it builds packets in real space and evaluates \((\mathbf r-\mathbf r_c)\times\mathbf p\). For band 2, \(\mathbf k\) widths of 0.048, 0.034 and 0.024 Å\(^{-1}\) give 2.926, 3.090 and 3.181 \(\mu_B\). A quadratic in the squared width, passed through these three values and taken to zero width, gives 3.2785 \(\mu_B\), against 3.2799 \(\mu_B\) from the sum, a difference of about 0.04% of the sum. The trend also shows the limitation. At finite width the derivation of (5) gives the average of \(\mathrm{Im}\,T_{ab}\) over \(|w|^2\), and the terms in \(A_ah_b^{nn}\) no longer cancel but leave \(\int d\mathbf k\,|w|^2(A_a-\langle A_a\rangle)h_b^{nn}\). For a symmetric packet both corrections are of second order in the width, so the extrapolation is made in the squared width.

Landau levels give a second test. Here \(\mathbf k\) in the 30-wave Hamiltonian is replaced by the zone-corner wave vector plus the operator \(\boldsymbol\kappa\), and the whole matrix is diagonalized in oscillator states, without eliminating the remote bands. At 0.5 T, \(\mu_BB=0.02894\) meV, and (8) predicts for band 2 a shift of \(0.02894(0.335-3.280)=-0.0852\) meV. The calculated shift is also \(-0.0852\) meV. At \(-0.5\) T it is \(+0.1046\) meV. The moment outweighs the mass term and decides the sign.

**Q:** Would (8) also serve at 30 T?

**A:** For band 2 the derivation no longer guarantees it, although no level is calculated here at that field. Its minimum at the zone corner is a shallow pocket: the lowest barrier found along straight rays is 0.545 meV. The zero-point energy \(\mu_B|B|m_0/m^*\) is 0.0097 meV at 0.5 T but would equal the barrier at about 28 T. The mass term of (8) assumes a parabolic band, and near the top of the barrier the band is not parabolic. The comparison does not say how large the error is, and at 30 T the mass term, 0.58 meV, is only about a tenth of the moment term, 5.7 meV.

**Q:** And where do the sums themselves fail?

**A:** At a degeneracy a denominator vanishes and the state \(|n\rangle\) is no longer unique; the degenerate bands must then be treated together, with matrices in place of \(A_a\), \(\Omega_z\) and \(m_z\). Near a degeneracy the sums remain valid, but they vary rapidly with \(\mathbf k\), so the packet must be narrower and the field weaker. If the product \(h_x^{nm}h_y^{mn}\) of the close pair keeps a nonzero imaginary part as the gap closes, the pair's contribution to the curvature grows as the inverse square of the gap, and its contributions to the moment and the inverse mass only as the inverse gap. If both symmetries hold, curvature and moment remain zero away from the degeneracy itself, and only the mass is affected. Finally, \(m_z\) belongs to one packet about its own centre. The magnetization of a filled crystal is a separate question that (6) alone does not settle.

## Table of computed values

```
hbar^2/(2 m0) = 3.8100 eV A^2; mu_B = 5.7884e-05 eV/T
lattice constant = 5.0 A; V = 1.0 eV; phi = 30 deg
|K| = 0.8378 1/A; kinetic energy eps_K = 2.6740 eV
Three-wave model at K, lowest state first:
 l=2: E = 0.9419 eV, Delta+ = -3.4641 eV, Delta- = -1.7321 eV
   m0/m* = -1.3157, m_z = 0.7719 mu_B, Omega = -5.0939 A^2
 l=1: E = 2.6740 eV, Delta+ = 1.7321 eV, Delta- = -1.7321 eV
   m0/m* = 1.0000, m_z = 3.0877 mu_B, Omega = 0.0000 A^2
 l=0: E = 4.4060 eV, Delta+ = 1.7321 eV, Delta- = 3.4641 eV
   m0/m* = 3.3157, m_z = 0.7719 mu_B, Omega = 5.0939 A^2
 sums over the three states: moment = 4.6315 mu_B, |curvature from loops| = 3.7e-12 A^2
Full crystal at K, 30 plane waves:
 band 1: E = 0.5092 eV, m0/m* = -1.2463, m_z = 0.4597 mu_B, Omega = -2.9250 A^2
   energy differences: m0/m* = -1.2463; loop: Omega = -2.9249 A^2
 band 2: E = 2.5471 eV, m0/m* = 0.3354, m_z = 3.2799 mu_B, Omega = -6.4629 A^2
   energy differences: m0/m* = 0.3354; loop: Omega = -6.4627 A^2
 band 3: E = 3.8479 eV, m0/m* = 3.6830, m_z = 0.9913 mu_B, Omega = 9.4141 A^2
   energy differences: m0/m* = 3.6829; loop: Omega = 9.4139 A^2
General point k = (0.7540, 0.0242) 1/A, band 1:
 m0/m*: xx = -1.5619, xy = -0.1849, yy = -0.5969
 m_z = 0.3907 mu_B, Omega = -2.4162 A^2
 same point, phi = 0 (inversion symmetric): |m_z| = 0.0e+00 mu_B, |Omega| = 0.0e+00 A^2
Wave packets, m_z in mu_B; k widths 0.024, 0.034, 0.048 1/A:
 K, band 1: 0.4513, 0.4432, 0.4282; zero width 0.4597; sum 0.4597
 K, band 2: 3.1813, 3.0896, 2.9263; zero width 3.2785; sum 3.2799
 general k, band 1: 0.3857, 0.3808, 0.3713; zero width 0.3907; sum 0.3907
Band 2 pocket at K: depth = 0.5448 meV; zero-point energy at 0.5 T = 0.0097 meV
 zero-point energy would equal the depth at 28.1 T
First Landau level at K, shifts at B = +0.5 T and -0.5 T, and B -> 0 limits:
 band 1: -0.04937 meV, -0.02276 meV; m0/m* = -1.2463, m_z = 0.4597 mu_B
 band 2: -0.08525 meV, 0.10457 meV; m0/m* = 0.3354, m_z = 3.2799 mu_B
 band 3: 0.07790 meV, 0.13529 meV; m0/m* = 3.6830, m_z = 0.9913 mu_B
```
